# Choosing the number of block-Lanczos steps when downfolding remote states: test program

```python
"""
Result under test: n block-Lanczos steps on a remote block H_BB, started from
the coupling C = H_BA, give a small matrix T and coupling G such that
    G^dagger T^m G = C^dagger H_BB^m C   for m = 0, ..., 2n-1,
and the next moment (m = 2n) differs by a positive semidefinite matrix.
Sigma(z) = C^dagger (z - H_BB)^-1 C is the self-energy of the kept block A.
R_j are the off-diagonal blocks of T, R_0 the factor of C itself.
Example: plane waves in a 2D model crystal, Hartree atomic units.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def dag(x):
    return x.conj().T


def size(x):
    return np.linalg.norm(x, 2)


def orthonormal_factor(w, threshold):
    """Return q, r with w = q r, dropping directions below the threshold."""
    u, s, vh = np.linalg.svd(w, full_matrices=False)
    keep = s > threshold
    return u[:, keep], s[keep, None] * vh[keep]


def block_lanczos(h, c, steps, reorthogonalize=True):
    """Return basis V, matrix T, coupling G, next block, list of R_j."""
    scale = np.linalg.norm(h, np.inf)
    q, r = orthonormal_factor(c, 1e-12 * size(c))
    blocks, diagonal, factors = [q], [], [r]
    for j in range(steps):
        w = h @ blocks[j]
        a = dag(blocks[j]) @ w
        a = (a + dag(a)) / 2
        w = w - blocks[j] @ a
        if j > 0:
            w = w - blocks[j - 1] @ dag(factors[j])
        if reorthogonalize:
            previous = np.hstack(blocks)
            for _ in range(2):
                w = w - previous @ (dag(previous) @ w)
        diagonal.append(a)
        q, r = orthonormal_factor(w, 1e-10 * scale)
        factors.append(r)
        if q.shape[1] == 0:
            break
        blocks.append(q)
    count = len(diagonal)
    edges = np.cumsum([0] + [a.shape[0] for a in diagonal])
    t = np.zeros((edges[-1], edges[-1]), complex)
    for j in range(count):
        here = slice(edges[j], edges[j + 1])
        t[here, here] = diagonal[j]
        if j + 1 < count:
            below = slice(edges[j + 1], edges[j + 2])
            t[below, here] = factors[j + 1]
            t[here, below] = dag(factors[j + 1])
    g = np.zeros((edges[-1], c.shape[1]), complex)
    g[:edges[1]] = factors[0]
    return np.hstack(blocks[:count]), t, g, q, factors


def moment(h, c, m):
    """c^dagger h^m c, with the powers shared between the two sides."""
    left, right = c, c
    for _ in range(m // 2):
        left = h @ left
    for _ in range(m - m // 2):
        right = h @ right
    return dag(left) @ right


def self_energy(h, c, z):
    return dag(c) @ np.linalg.solve(z * np.eye(len(h)) - h, c)


def join(h_aa, c, h_bb):
    return np.block([[h_aa, dag(c)], [c, h_bb]])


# ---- Exact rational test of the moment count, two steps, two kept states
d = sp.diag(*range(1, 9))
c_int = sp.Matrix([[1, x] for x in (1, -1, 1, 1, -1, 2, 0, 1)])
krylov = c_int.row_join(d * c_int)
overlap = krylov.T * krylov
projected = krylov.T * d * krylov
start = krylov.T * c_int
step_matrix = overlap.inv() * projected


def rational_gap(m):
    reduced = start.T * step_matrix**m * overlap.inv() * start
    return c_int.T * d**m * c_int - reduced


assert all(rational_gap(m) == sp.zeros(2, 2) for m in range(4))
lost = rational_gap(4)
assert lost != sp.zeros(2, 2)
z_big = sp.Integer(10)**6
sigma_full = c_int.T * (z_big * sp.eye(8) - d).inv() * c_int
sigma_small = start.T * (z_big * overlap - projected).inv() * start
leading = np.array((z_big**5 * (sigma_full - sigma_small)).tolist(), float)
lost = np.array(lost.tolist(), float)
assert np.abs(leading - lost).max() < 1e-4 * np.abs(lost).max()

# ---- Deflation: three coupling columns of rank two, 13 remote states
rng = np.random.default_rng(7)
x = rng.normal(size=(13, 13)) + 1j * rng.normal(size=(13, 13))
h13 = (x + dag(x)) / 2
c13 = rng.normal(size=(13, 2)) + 1j * rng.normal(size=(13, 2))
c13 = np.column_stack([c13, c13[:, 0] - 2 * c13[:, 1]])
_, t, g, _, _ = block_lanczos(h13, c13, 2)
assert t.shape == (4, 4)
for m in range(4):
    exact = moment(h13, c13, m)
    assert size(moment(t, g, m) - exact) < 1e-10 * size(h13)**m * size(c13)**2
_, t, g, _, _ = block_lanczos(h13, c13, 20)
assert len(t) == 13
z = 0.3 + 0.5j
exact = self_energy(h13, c13, z)
assert size(self_energy(t, g, z) - exact) < 1e-9 * size(exact)

# ---- Loss of orthogonality when two isolated eigenvalues converge early
h_iso = np.diag(np.append(np.linspace(0, 1, 198), [5.0, 10.0]))
c_iso = rng.normal(size=(200, 2))
loss = {}
for flag in (False, True):
    v = block_lanczos(h_iso, c_iso, 40, flag)[0]
    loss[flag] = size(dag(v) @ v - np.eye(v.shape[1]))
assert loss[False] > 1e-3 and loss[True] < 1e-12

# ---- Model crystal: two Gaussian wells in a square cell
cell = 8.0
width = 0.5
depths = (2.0, 1.0)
sites = cell * np.array([[0.0, 0.0], [0.3, 0.4]])
k_fraction = np.array([0.45, 0.40])
cutoff = 60.0
check_cutoff = 90.0
unit_g = 2 * np.pi / cell


def potential_coefficient(g):
    """Fourier coefficient of the periodic potential, g[..., 2]."""
    phases = sum(u * np.exp(-1j * (g @ s)) for u, s in zip(depths, sites))
    envelope = np.exp(-np.sum(g**2, axis=-1) * width**2 / 2)
    return -2 * np.pi * width**2 / cell**2 * envelope * phases


grid = np.arange(96) * cell / 96
gx, gy = np.meshgrid(grid, grid, indexing="ij")
v_grid = np.zeros_like(gx)
for u, s in zip(depths, sites):
    for ix in (-1, 0, 1):
        for iy in (-1, 0, 1):
            r2 = (gx - s[0] - ix * cell)**2 + (gy - s[1] - iy * cell)**2
            v_grid -= u * np.exp(-r2 / (2 * width**2))
for pair in ((0, 0), (1, 0), (2, -3)):
    gvec = unit_g * np.array(pair)
    direct = np.mean(v_grid * np.exp(-1j * (gvec[0] * gx + gvec[1] * gy)))
    assert abs(direct - potential_coefficient(gvec)) < 1e-10


def crystal(energy_cutoff):
    """Plane-wave Hamiltonian, ordered by kinetic energy."""
    n = np.arange(-20, 21)
    pairs = np.array([(i, j) for i in n for j in n])
    kinetic = np.sum((unit_g * (pairs + k_fraction))**2, axis=1) / 2
    order = np.argsort(kinetic, kind="stable")
    order = order[kinetic[order] <= energy_cutoff]
    g = unit_g * pairs[order]
    h = potential_coefficient(g[:, None, :] - g[None, :, :])
    return h + np.diag(kinetic[order])


p = 4
h = crystal(cutoff)
h_aa, c, h_bb = h[:p, :p], h[p:, :p], h[p:, p:]
bands = np.linalg.eigvalsh(h)[:p]
remote_e, remote_v = np.linalg.eigh(h_bb)
assert bands[-1] < remote_e[0]
finer_bands = np.linalg.eigvalsh(crystal(check_cutoff))[:p]
cutoff_shift = np.abs(finer_bands - bands).max()
assert cutoff_shift < 1e-8

# ---- Moments, recursion and first lost moment
runs = {n: block_lanczos(h_bb, c, n) for n in range(1, 9)}
unit_a = np.eye(len(h))[:, :p]
worst_moment = 0.0
gap_fraction = {}
for n in range(1, 5):
    v, t, g, q_next, factors = runs[n]
    assert size(dag(v) @ v - np.eye(n * p)) < 1e-12
    assert size(dag(v) @ h_bb @ v - t) < 1e-10
    assert size(dag(v) @ c - g) < 1e-12
    remainder = h_bb @ v - v @ t
    remainder[:, -p:] -= q_next @ factors[n]
    assert size(remainder) < 1e-10
    for m in range(2 * n):
        exact = moment(h_bb, c, m)
        error = size(moment(t, g, m) - exact) / size(exact)
        worst_moment = max(worst_moment, error)
    product = factors[0]
    for r in factors[1:]:
        product = r @ product
    predicted = dag(product) @ product
    exact = moment(h_bb, c, 2 * n)
    gap = exact - moment(t, g, 2 * n)
    assert size(gap - predicted) < 1e-6 * size(predicted)
    gap_fraction[n] = size(gap) / size(exact)
    assert gap_fraction[n] > 1e-6
    small = join(h_aa, g, t)
    unit_small = np.eye(len(small))[:, :p]
    for m in range(2 * n + 2):
        exact = moment(h, unit_a, m)
        difference = moment(small, unit_small, m) - exact
        assert size(difference) < 1e-10 * size(exact)
    m = 2 * n + 2
    difference = moment(h, unit_a, m) - moment(small, unit_small, m)
    assert size(difference - predicted) < 1e-6 * size(predicted)
assert worst_moment < 1e-10

# ---- Residual identity at complex z, and error bound below the remote block
e_ref = float(np.mean(np.diag(h_aa).real))
assert e_ref < remote_e[0]


def residual(run, z):
    v, t, g, q_next, factors = run
    y = np.linalg.solve(z * np.eye(len(t)) - t, g)
    formula = q_next @ factors[-1] @ y[-p:]
    definition = c - (z * (v @ y) - h_bb @ (v @ y))
    assert size(formula - definition) < 1e-10
    return formula


z = 1.5 + 0.4j
run = runs[4]
error = self_energy(h_bb, c, z) - self_energy(run[1], run[2], z)
right = np.linalg.solve(z * np.eye(len(h_bb)) - h_bb, residual(run, z))
identity = dag(residual(run, np.conj(z))) @ right
assert size(error - identity) < 1e-6 * size(error)

sigma_ref = self_energy(h_bb, c, e_ref)
sigma_error, sigma_bound = {}, {}
for n, run in runs.items():
    error = sigma_ref - self_energy(run[1], run[2], e_ref)
    assert np.linalg.eigvalsh((error + dag(error)) / 2).max() < 1e-12
    sigma_error[n] = size(error)
    sigma_bound[n] = size(residual(run, e_ref))**2 / (remote_e[0] - e_ref)
    assert sigma_error[n] <= sigma_bound[n] + 1e-12

# ---- Self-energy inside the remote spectrum, broadened by eta
eta = 0.01
inside = 0.0
t, g = runs[8][1:3]
amplitudes = dag(remote_v) @ c
for energy in np.linspace(1.0, 3.0, 81):
    z = energy + 1j * eta
    exact = dag(amplitudes) @ (amplitudes / (z - remote_e)[:, None])
    error = size(self_energy(t, g, z) - exact)
    inside = max(inside, error / size(exact))
below = sigma_error[8] / size(sigma_ref)
assert inside > 10 * below

# ---- Band energies from the compressed matrix and from two truncations
previous = np.full(p, np.inf)
band_error = {}
for n, (v, t, g, _, _) in runs.items():
    levels = np.linalg.eigvalsh(join(h_aa, g, t))[:p]
    assert np.all(levels >= bands - 1e-11)
    assert np.all(levels <= previous + 1e-11)
    previous = levels
    for level in levels:
        effective = h_aa + self_energy(t, g, level)
        roots = np.linalg.eigvalsh((effective + dag(effective)) / 2)
        assert np.abs(roots - level).min() < 1e-9
    waves = np.linalg.eigvalsh(h[:p + n * p, :p + n * p])[:p]
    u = remote_v[:, :n * p]
    states = join(h_aa, dag(u) @ c, np.diag(remote_e[:n * p]))
    states = np.linalg.eigvalsh(states)[:p]
    band_error[n] = [np.abs(e - bands).max() for e in (levels, waves, states)]
bare_error = np.abs(np.linalg.eigvalsh(h_aa) - bands).max()

# ---- Output
print(f"cell side {cell:.1f} bohr, well width {width:.1f} bohr")
print(f"well depths {depths[0]:.1f}, {depths[1]:.1f} Ha")
print("well sites / cell side:", (sites / cell).tolist())
print("k / (2 pi / cell side):", k_fraction.tolist())
print(f"kinetic cutoff {cutoff:.0f} Ha, check at {check_cutoff:.0f} Ha")
print(f"kept states {p}, remote states {len(h_bb)}")
print(f"remote spectrum {remote_e[0]:.4f} to {remote_e[-1]:.4f} Ha")
print("band energies (Ha):", " ".join(f"{e:.6f}" for e in bands))
print(f"largest band shift at the check cutoff: {cutoff_shift:.1e} Ha")
print("trace of moment m, exact | n=3 reduced (Ha^(m+2))")
for m in range(7):
    full = np.trace(moment(h_bb, c, m)).real
    reduced = np.trace(moment(runs[3][1], runs[3][2], m)).real
    print(f" m={m}: {full:.8e} | {reduced:.8e}")
print(f"worst relative error, kept moments, n=1-4: {worst_moment:.1e}")
print("first lost moment m=2n, relative norm of the gap:")
print("  " + ", ".join(f"n={n}: {x:.3e}" for n, x in gap_fraction.items()))
print(f"reference energy below remote block: {e_ref:.6f} Ha")
print(f"norm of exact self-energy there: {size(sigma_ref):.6e} Ha")
print("self-energy error | bound (Ha)")
for n in (1, 2, 4, 8):
    print(f" n={n}: {sigma_error[n]:.3e} | {sigma_bound[n]:.3e}")
print(f"largest band error with no remote states: {bare_error:.3e} Ha")
print("largest band error (Ha) at equal matrix size:")
print(" n, size: Lanczos | plane waves | H_BB eigenstates")
for n in (1, 2, 3, 4, 6, 8):
    a, b, s = band_error[n]
    print(f" {n}, {p + n * p}: {a:.3e} | {b:.3e} | {s:.3e}")
print(f"Lanczos n=8 band error: {band_error[8][0] * HARTREE_EV * 1e3:.3e} meV")
print(f"n=8 relative self-energy error below remote block: {below:.2e}")
print(f"n=8 worst such error, 1 to 3 Ha, eta={eta} Ha: {inside:.2e}")
print("orthogonality error, 40 steps, 200-state test matrix:")
print(f"  bare {loss[False]:.1e}, reorthogonalized {loss[True]:.1e}")
print("all tests passed")
```

Output:

```
cell side 8.0 bohr, well width 0.5 bohr
well depths 2.0, 1.0 Ha
well sites / cell side: [[0.0, 0.0], [0.3, 0.4]]
k / (2 pi / cell side): [0.45, 0.4]
kinetic cutoff 60 Ha, check at 90 Ha
kept states 4, remote states 608
remote spectrum 0.3111 to 59.7225 Ha
band energies (Ha): -0.226845 0.019632 0.137115 0.165950
largest band shift at the check cutoff: 3.7e-10 Ha
trace of moment m, exact | n=3 reduced (Ha^(m+2))
 m=0: 2.01714086e-01 | 2.01714086e-01
 m=1: 3.01236298e-01 | 3.01236298e-01
 m=2: 1.09088487e+00 | 1.09088487e+00
 m=3: 6.27135737e+00 | 6.27135737e+00
 m=4: 4.78245833e+01 | 4.78245833e+01
 m=5: 4.51274627e+02 | 4.51274627e+02
 m=6: 5.12011536e+03 | 4.86638972e+03
worst relative error, kept moments, n=1-4: 4.3e-15
first lost moment m=2n, relative norm of the gap:
  n=1: 6.010e-01, n=2: 1.667e-01, n=3: 6.342e-02, n=4: 5.682e-02
reference energy below remote block: 0.084437 Ha
norm of exact self-energy there: 4.227988e-01 Ha
self-energy error | bound (Ha)
 n=1: 2.927e-01 | 1.293e+00
 n=2: 1.963e-01 | 1.552e+00
 n=4: 9.527e-02 | 2.069e+00
 n=8: 1.663e-02 | 4.850e-01
largest band error with no remote states: 1.883e-01 Ha
largest band error (Ha) at equal matrix size:
 n, size: Lanczos | plane waves | H_BB eigenstates
 1, 8: 8.267e-02 | 1.535e-01 | 2.240e-02
 2, 12: 3.630e-02 | 1.152e-01 | 2.063e-02
 3, 16: 1.746e-02 | 8.980e-02 | 1.131e-02
 4, 20: 1.119e-02 | 7.272e-02 | 7.494e-03
 6, 28: 3.721e-03 | 4.630e-02 | 4.058e-03
 8, 36: 1.186e-03 | 3.080e-02 | 2.088e-03
Lanczos n=8 band error: 3.227e+01 meV
n=8 relative self-energy error below remote block: 3.93e-02
n=8 worst such error, 1 to 3 Ha, eta=0.01 Ha: 1.30e+01
orthogonality error, 40 steps, 200-state test matrix:
  bare 3.0e+00, reorthogonalized 1.3e-15
all tests passed
```
